# The Hall factor from an energy-dependent relaxation time: a program that tests the result

```python
"""Hall factor r of one isotropic parabolic band, R_H = r/(n q).

Result under test: at weak magnetic field r = <tau^2>/<tau>^2, where <...> is
the mean over x = E/kT with weight x^(3/2) (-df0/dx).  For Maxwell statistics
r = 3 pi/8 if tau ~ x^(-1/2) (acoustic phonons) and r = 315 pi/512 if
tau ~ x^(3/2) (ionized impurities, screening logarithm frozen).  r tends to 1
for a degenerate gas and for omega*tau >> 1, omega = cyclotron frequency.
Other symbols: eta = chemical potential/kT; b = 4 k^2/q_s^2 = b1*x with q_s the
inverse screening length; L(b) = ln(1+b) - b/(1+b).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import gamma


def energy_mean(eta=None):
    """Energies x and normalized weights; eta=None means Maxwell statistics.
    Trapezoidal rule in ln x, which resolves power laws at small x."""
    top = 60.0 + (max(eta, 0.0) if eta is not None else 0.0)
    x = np.exp(np.arange(-70.0, np.log(top), 0.004))
    if eta is None:
        minus_slope = np.exp(-x)
    else:
        minus_slope = 0.25 / np.cosh((x - eta) / 2) ** 2
    weight = x ** 2.5 * minus_slope
    return x, weight / weight.sum()


def weak_field_factor(tau, weight):
    return (weight @ tau ** 2) / (weight @ tau) ** 2


def excess(tau, weight, omega):
    """r - 1 at any field, arranged to avoid loss of digits."""
    t = omega * tau
    cos2 = 1 / (1 + t ** 2)
    a, s, c = weight @ cos2, weight @ (t ** 2 * cos2), weight @ (t * cos2)
    return (s * a - c * c) / (s * s + c * c)


def screening_log(b):
    small = np.minimum(b, 1e-3)
    series = small ** 2 / 2 - 2 * small ** 3 / 3 + 3 * small ** 4 / 4
    return np.where(b < 1e-3, series, np.log1p(b) - b / (1 + b))


def tau_screened(x, b1):
    return x ** 1.5 / screening_log(b1 * x)


def factor_from_collision_integral(b1, eta, omega):
    """Solve the Boltzmann equation on a sphere of directions at each k, with
    the complete in- and out-scattering of a screened Coulomb centre.
    Units hbar = m = kT = q = 1, so B = omega."""
    n_pol, n_az = 12, 21
    c, wc = np.polynomial.legendre.leggauss(n_pol)
    phi = 2 * np.pi * np.arange(n_az) / n_az
    s = np.sqrt(1 - c ** 2)
    nx = np.outer(s, np.cos(phi)).ravel()
    ny = np.outer(s, np.sin(phi)).ravel()
    nz = np.repeat(c, n_az)
    w = np.repeat(wc / 2 / n_az, n_az)
    cos_angle = np.outer(nx, nx) + np.outer(ny, ny) + np.outer(nz, nz)
    freq = np.fft.fftfreq(n_az, 1 / n_az)
    transform = np.fft.fft(np.eye(n_az), axis=0)
    d_phi = np.fft.ifft(1j * freq[:, None] * transform, axis=0).real
    rotation = np.kron(np.eye(n_pol), d_phi)
    node, wnode = np.polynomial.legendre.leggauss(40)
    sigma, density = 0j, 0.0
    for k, wk in zip(4.5 * (node + 1), 4.5 * wnode):
        x = k * k / 2
        f0 = 1 / (np.exp(x - eta) + 1)
        kernel = k / (1 + b1 * x * (1 - cos_angle) / 2) ** 2 * w[None, :]
        operator = np.diag(kernel.sum(axis=1)) - kernel - omega * rotation
        # the added rows of w only fix the free constant: zero mean on the shell
        g = np.linalg.solve(operator + w[None, :], k * nx)
        sigma += wk * k ** 2 * f0 * (1 - f0) * k * ((w * (nx + 1j * ny)) @ g)
        density += wk * k ** 2 * f0
    return density * (1 / sigma).imag / omega


# --- closed forms against the defining averages -------------------------------
x, w = energy_mean()
exponents = {"acoustic": -0.5, "impurity": 1.5}
exact = {"acoustic": 3 * np.pi / 8, "impurity": 315 * np.pi / 512}
for name, s in exponents.items():
    r_num = weak_field_factor(x ** s, w)
    r_gamma = gamma(2.5 + 2 * s) * gamma(2.5) / gamma(2.5 + s) ** 2
    assert abs(r_num - exact[name]) < 1e-9
    assert abs(r_num - r_gamma) < 1e-9

# --- angular integral of the screened Coulomb centre --------------------------
for b in (0.3, 3.0, 300.0):
    integral = quad(lambda u: u / (1 + b * u / 2) ** 2, 0, 2, epsabs=1e-13)[0]
    assert abs(integral / (4 * screening_log(b) / b ** 2) - 1) < 1e-8

# --- full collision integral against the averaged formula ---------------------
collision_rows = []
for b1, eta, omega in ((0.5, 1.0, 1.5), (0.5, -3.0, -0.7), (1e-4, 2.0, 1.0)):
    xf, wf = energy_mean(eta)
    bx = b1 * xf
    tau = bx ** 2 / (2 * np.sqrt(2 * xf) * screening_log(bx))
    r_formula = 1 + excess(tau, wf, omega)
    r_direct = factor_from_collision_integral(b1, eta, omega)
    assert abs(r_direct - r_formula) < 1e-5
    collision_rows.append((b1, eta, omega, r_direct, r_formula))
r_direct_acoustic = factor_from_collision_integral(1e-4, -20.0, 0.01)
assert abs(r_direct_acoustic - exact["acoustic"]) < 1e-3

# --- limits of the screened result --------------------------------------------
assert abs(weak_field_factor(tau_screened(x, 1e-5), w)
           - exact["acoustic"]) < 1e-3
gap = [(1 - weak_field_factor(tau_screened(x, b1), w) / exact["impurity"])
       * np.log(b1) for b1 in (1e50, 1e100)]
assert gap[0] > 0 and abs(gap[0] / gap[1] - 1) < 0.05

# --- degenerate limit ---------------------------------------------------------
eta_big = 100.0
xd, wd = energy_mean(eta_big)
tau_laws = [lambda y: y ** -0.5, lambda y: y ** 1.5,
            lambda y: tau_screened(y, 0.1)]
for law in tau_laws:
    h = 1e-4
    slope = (np.log(law(eta_big * np.exp(h)))
             - np.log(law(eta_big * np.exp(-h)))) / (2 * h)
    predicted = np.pi ** 2 / 3 * slope ** 2 / eta_big ** 2
    assert abs((weak_field_factor(law(xd), wd) - 1) / predicted - 1) < 0.01
eta_table = (-4.0, 0.0, 2.0, 5.0, 10.0, 20.0, 40.0)
r_eta = []
for eta in eta_table:
    xe, we = energy_mean(eta)
    r_eta.append([weak_field_factor(xe ** s, we) for s in exponents.values()])
assert np.all(np.diff(np.array(r_eta), axis=0) < 0)

# --- field dependence: weak-field correction, fall with field, strong field ---
mean_t, curvature = {}, {}
for name, s in exponents.items():
    t = x ** s
    m1, m2, m3, m4 = (w @ t ** j for j in (1, 2, 3, 4))
    mean_t[name] = m1
    curvature[name] = m4 / (m2 * m1 ** 2) - 2 * m3 / m1 ** 3 + m2 ** 2 / m1 ** 4
    small = 1e-3
    drop = 1 - (1 + excess(t, w, small / m1)) / exact[name]
    # for acoustic scattering the next term is only one power of field smaller
    assert abs(drop / small ** 2 / curvature[name] - 1) < 0.02
    sweep = np.array([excess(t, w, om) for om in np.logspace(-2, 4, 40)])
    assert np.all(sweep > 0) and np.all(np.diff(sweep) < 0)
assert abs(excess(np.ones_like(x), w, 0.7)) < 1e-12

var_rate = 2.5 - (gamma(3) / gamma(2.5)) ** 2
assert abs(excess(x ** -0.5, w, 1e3) * 1e6 / var_rate - 1) < 1e-3
coef_imp = 8 * np.sqrt(np.pi) / 9
# the next term is smaller by omega^(-1/3) only, hence the very large field
assert abs(excess(x ** 1.5, w, 1e9) * 1e15 / coef_imp - 1) < 5e-3

# --- positive partial-fraction form for a discrete set of rates ---------------
rates = np.array([0.3, 1.0, 1.7, 4.0, 9.0])
share = np.array([0.10, 0.30, 0.25, 0.20, 0.15])
numerator = sum(share[i] * np.poly(-np.delete(rates, i)) for i in range(5))
u = np.sort(-np.roots(numerator).real)
rho = 1 / np.sum(share / (rates - u[:, None]) ** 2, axis=1)
assert np.all(u > rates[:-1]) and np.all(u < rates[1:])
assert abs(rho.sum() - (share @ rates ** 2 - (share @ rates) ** 2)) < 1e-8
for om in (0.2, 1.0, 5.0):
    assert abs(excess(1 / rates, share, om)
               - np.sum(rho / (u ** 2 + om ** 2))) < 1e-9

# --- worked example: model n-type semiconductor -------------------------------
mass_ratio, n_cm3, temperature = 0.2, 1e16, 300.0
permittivity, tau_mean = 12.0, 1e-12
q, hbar = const.e, const.hbar
mass, kT, n_si = mass_ratio * const.m_e, const.k * temperature, n_cm3 * 1e6
n_band = 2 * (mass * kT / (2 * np.pi * hbar ** 2)) ** 1.5
qs2 = n_si * q ** 2 / (permittivity * const.epsilon_0 * kT)
b1_example = 8 * mass * kT / (hbar ** 2 * qs2)
mobility = q * tau_mean / mass * 1e4
r_screened = weak_field_factor(tau_screened(x, b1_example), w)
xe, we = energy_mean(np.log(n_si / n_band))

print(f"m/m_e = {mass_ratio}, n = {n_cm3:.1e} cm^-3, T = {temperature:.0f} K")
print(f"relative permittivity {permittivity:.0f}, "
      f"mean tau = {tau_mean * 1e12:.1f} ps")
print(f"drift mobility = {mobility:.0f} cm^2/(V s)")
print(f"n / effective band density = {n_si / n_band:.5f}")
print(f"screening length = {1e9 / np.sqrt(qs2):.2f} nm")
print(f"b at E = kT: {b1_example:.1f}")
print(f"classical 1/(n e) = {1 / (n_cm3 * q):.2f} cm^3/C")
print("mechanism: r, R_H (cm^3/C), 1/(|R_H| e) (cm^-3), "
      "Hall mobility (cm^2/(V s))")
for name, r in (("acoustic", exact["acoustic"]),
                ("impurity, frozen log", exact["impurity"]),
                ("impurity, screened", r_screened)):
    print(f"  {name}: {r:.5f}, {-r / (n_cm3 * q):.1f}, "
          f"{n_cm3 / r:.3e}, {r * mobility:.0f}")
print("r with Fermi statistics at this density:")
for name, s in exponents.items():
    print(f"  {name}: {weak_field_factor(xe ** s, we):.5f}")
print("<tau>/tau0, weak-field coefficient c:")
for name in exponents:
    print(f"  {name}: {mean_t[name]:.5f}, {curvature[name]:.4f}")
print("eta: r acoustic, r impurity")
for eta, (ra, ri) in zip(eta_table, r_eta):
    print(f"  {eta:.0f}: {ra:.5f}, {ri:.5f}")
print("omega<tau>: B (T), hbar omega/kT, r acoustic, r impurity")
for y in (0.1, 0.3, 1.0, 3.0, 10.0):
    ra, ri = (1 + excess(x ** s, w, y / mean_t[name])
              for name, s in exponents.items())
    print(f"  {y}: {y * mass / (q * tau_mean):.3f}, "
          f"{hbar * y / tau_mean / kT:.4f}, {ra:.5f}, {ri:.5f}")
print("strong-field coefficients of r - 1:")
print(f"  acoustic, times (omega tau0)^-2: {var_rate:.5f}")
print(f"  impurity, times (omega tau0)^(-5/3): {coef_imp:.5f}")
print("b at E = kT: r of screened impurities")
for b1 in (1e-3, 1.0, 10.0, 100.0, 1e4, 1e6):
    print(f"  {b1:g}: {weak_field_factor(tau_screened(x, b1), w):.5f}")
print("collision integral; b1, eta, omega: r direct, r formula")
for b1, eta, om, rd, rf in collision_rows:
    print(f"  {b1:g}, {eta:g}, {om:g}: {rd:.7f}, {rf:.7f}")
print(f"direct r, isotropic, dilute, weak field: {r_direct_acoustic:.5f}")
print("no test failed")
```

Output:

```
m/m_e = 0.2, n = 1.0e+16 cm^-3, T = 300 K
relative permittivity 12, mean tau = 1.0 ps
drift mobility = 8794 cm^2/(V s)
n / effective band density = 0.00446
screening length = 41.41 nm
b at E = kT: 930.6
classical 1/(n e) = 624.15 cm^3/C
mechanism: r, R_H (cm^3/C), 1/(|R_H| e) (cm^-3), Hall mobility (cm^2/(V s))
  acoustic: 1.17810, -735.3, 8.488e+15, 10360
  impurity, frozen log: 1.93282, -1206.4, 5.174e+15, 16997
  impurity, screened: 1.75202, -1093.5, 5.708e+15, 15407
r with Fermi statistics at this density:
  acoustic: 1.17778
  impurity: 1.93155
<tau>/tau0, weak-field coefficient c:
  acoustic: 0.75225, 1.3879
  impurity: 4.51352, 5.1164
eta: r acoustic, r impurity
  -4: 1.17680, 1.92764
  0: 1.13490, 1.74946
  2: 1.07678, 1.46771
  5: 1.02791, 1.19571
  10: 1.00806, 1.06538
  20: 1.00205, 1.01791
  40: 1.00051, 1.00459
omega<tau>: B (T), hbar omega/kT, r acoustic, r impurity
  0.1: 0.114, 0.0025, 1.16802, 1.86266
  0.3: 0.341, 0.0076, 1.13285, 1.67029
  1.0: 1.137, 0.0255, 1.05815, 1.37716
  3.0: 3.411, 0.0764, 1.01252, 1.17546
  10.0: 11.371, 0.2546, 1.00131, 1.05951
strong-field coefficients of r - 1:
  acoustic, times (omega tau0)^-2: 0.23646
  impurity, times (omega tau0)^(-5/3): 1.57551
b at E = kT: r of screened impurities
  0.001: 1.17653
  1: 1.11697
  10: 1.49977
  100: 1.67642
  10000: 1.79534
  1e+06: 1.83887
collision integral; b1, eta, omega: r direct, r formula
  0.5, 1, 1.5: 1.0043457, 1.0043457
  0.5, -3, -0.7: 1.0121377, 1.0121377
  0.0001, 2, 1: 1.0551165, 1.0551165
direct r, isotropic, dilute, weak field: 1.17790
no test failed
```
